# Second-order zero-point shift of a one-dimensional anharmonic mode

## 1. What scaling and parity fix

The Hamiltonian of the mode is

$$H=\frac w2(p^2+q^2)+\frac{k_3}{6}q^3+\frac{k_4}{24}q^4,\qquad [q,p]=i .$$

Here $q$ and $p$ are dimensionless, and $w>0$, $k_3$ and $k_4$ are energies. The harmonic ground level is $w/2$. The quantity sought is the shift $\Delta E=E_0-w/2$ for weak anharmonicity.

The meaning of "weak" follows from a length comparison. Let the potential vary over a length $a$ and let the zero-point motion have length $L$. Each further derivative of the potential brings a factor $1/a$, and each further power of the coordinate brings a factor $L$. Hence $k_3\sim w\lambda$ and $k_4\sim w\lambda^2$, with $\lambda=L/a$. "Second order" means order $\lambda^2$ throughout.

Two symmetries restrict the answer. Multiplying $w,k_3,k_4$ by a common factor multiplies every energy by that factor. Replacing $q,p$ by $-q,-p$ preserves the commutator and changes only the sign of $k_3$, so the energy is even in $k_3$. At order $\lambda^2$ the available combinations are $k_4$ and $k_3^2$, and the second must be divided by $w$ to be an energy:

$$\Delta E=A\,k_4+B\,\frac{k_3^2}{w}.$$

The task is to find the pure numbers $A$ and $B$. They are $A=1/32$ and $B=-11/288$.

## 2. Conversion from a potential in SI units

Let a particle of mass $m$ move in $V(x)$, with $x$ measured from the minimum and $V(0)=0$. All derivatives below are taken at the minimum. Define

$$\omega=\sqrt{V''/m},\qquad L=\sqrt{\frac{\hbar}{m\omega}},\qquad x=Lq,\qquad P=\frac{\hbar}{L}p .$$

Then $[x,P]=\hbar[q,p]=i\hbar$, as required. The two harmonic terms become

$$\frac{P^2}{2m}=\frac{\hbar^2p^2}{2mL^2}=\frac{\hbar\omega}{2}p^2,\qquad
\frac{V''x^2}{2}=\frac{m\omega^2L^2q^2}{2}=\frac{\hbar\omega}{2}q^2 .$$

The Taylor terms $V'''x^3/6$ and $V''''x^4/24$ give the remaining constants:

$$w=\hbar\omega,\qquad k_3=L^3V''',\qquad k_4=L^4V'''' .$$

The factorials stay in the Hamiltonian, so $k_3$ and $k_4$ are derivatives, not bare polynomial coefficients. For a diatomic molecule $m$ is the reduced mass and $x$ is the change of bond length. The rotational quantum number is zero, so there is no centrifugal term.

## 3. The perturbation equations

Write $H=H_0+\lambda H_1+\lambda^2H_2$, where $H_0$ is harmonic, $\lambda H_1=k_3q^3/6$ and $\lambda^2H_2=k_4q^4/24$. Expand the ground state as $|0\rangle+\lambda|\phi_1\rangle+\lambda^2|\phi_2\rangle+\dots$, with every correction orthogonal to $|0\rangle$. Expand the energy as $w/2+\lambda E^{(1)}+\lambda^2E^{(2)}+\dots$.

At order $\lambda$ the Schrödinger equation reads

$$(H_0-w/2)|\phi_1\rangle=(E^{(1)}-H_1)|0\rangle .$$

Projection on $\langle0|$ removes the left side and gives $E^{(1)}=\langle0|H_1|0\rangle=0$, because $q^3$ is odd and the ground-state density is even. Projection on $\langle n|$ with $n\ge1$ gives $nw\langle n|\phi_1\rangle=-\langle n|H_1|0\rangle$, so

$$|\phi_1\rangle=-\sum_{n\ge1}|n\rangle\frac{\langle n|H_1|0\rangle}{nw}.$$

At order $\lambda^2$, with $E^{(1)}=0$,

$$(H_0-w/2)|\phi_2\rangle+H_1|\phi_1\rangle+H_2|0\rangle=E^{(2)}|0\rangle .$$

Projection on $\langle0|$ again removes the first term. Inserting $|\phi_1\rangle$ and restoring the constants gives

$$\Delta E=\frac{k_4}{24}\langle0|q^4|0\rangle-\frac{k_3^2}{36}\sum_{n\ge1}\frac{|\langle n|q^3|0\rangle|^2}{nw}.$$

The quartic term thus enters through its mean value and the cubic term through virtual excitations. The second-order effect of the quartic term is proportional to $k_4^2/w$, which is of order $\lambda^4$ and does not belong here.

## 4. Matrix elements

Use $q=(a+a^\dagger)/\sqrt2$, with $a|n\rangle=\sqrt n\,|n-1\rangle$ and $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$. One application gives $q|0\rangle=|1\rangle/\sqrt2$. A second gives

$$q^2|0\rangle=\tfrac12(a+a^\dagger)|1\rangle=\tfrac12\left(|0\rangle+\sqrt2\,|2\rangle\right).$$

Since $q$ is Hermitian, $\langle q^4\rangle$ is the squared norm of this vector:

$$\langle0|q^4|0\rangle=\tfrac14(1+2)=\tfrac34 .$$

The quartic part is therefore $(k_4/24)(3/4)=k_4/32$.

A third application uses $(a+a^\dagger)|0\rangle=|1\rangle$ and $(a+a^\dagger)|2\rangle=\sqrt2\,|1\rangle+\sqrt3\,|3\rangle$:

$$q^3|0\rangle=\frac{1}{2\sqrt2}\left[|1\rangle+\sqrt2\left(\sqrt2|1\rangle+\sqrt3|3\rangle\right)\right]
=\frac{3|1\rangle+\sqrt6\,|3\rangle}{2\sqrt2}.$$

The squared elements are $9/8$ for $n=1$ and $6/8=3/4$ for $n=3$; all others vanish. Their energy denominators are $w$ and $3w$. The two contributions are

$$-\frac{k_3^2}{36w}\cdot\frac98=-\frac{k_3^2}{32w},\qquad
-\frac{k_3^2}{36w}\cdot\frac{3/4}{3}=-\frac{k_3^2}{144w}.$$

Over the common denominator 288 they are $-9$ and $-2$. The result is

$$\boxed{\Delta E=\frac{k_4}{32}-\frac{11k_3^2}{288\,w}}$$

Quadrature over the Hermite functions gives the same three elements, 0.75, 1.125 and 0.75.

## 5. Meaning and SI form

The larger cubic part has a mechanical reading. Acting on $|0\rangle$, the component of $q^3$ along $|1\rangle$ equals that of $\tfrac32q$, since $\tfrac32q|0\rangle=3|1\rangle/(2\sqrt2)$. Zero-point motion thus turns the cubic term into an effective linear term $k_3q/4$. An oscillator $wq^2/2+k_3q/4$ has its minimum at $q=-k_3/(4w)$ and is lowered by $(k_3/4)^2/(2w)=k_3^2/(32w)$, which is the $n=1$ contribution. The $n=3$ contribution comes from the change of shape of the wave function.

With $k_3^2/w=L^6(V''')^2/(\hbar\omega)=\hbar^2(V''')^2/(m^3\omega^4)$ and $L^4=\hbar^2/(m^2\omega^2)$, the SI form is

$$\Delta E=\frac{\hbar^2V''''}{32m^2\omega^2}-\frac{11\hbar^2(V''')^2}{288m^3\omega^4}
=\frac{\hbar^2}{m}\left[\frac{V''''}{32V''}-\frac{11(V''')^2}{288(V'')^2}\right].$$

The last step uses $m\omega^2=V''$. For a fixed potential the shift scales as $1/m$, whereas the harmonic energy scales as $1/\sqrt m$. Anharmonicity therefore matters relatively more for a light isotope.

The sign depends on the competition between the two terms. For $k_3=0$ the shift has the sign of $k_4$: a stiffening well raises the level. For $k_4>0$ the shift is negative when $k_4/32<11k_3^2/(288w)$, that is, when $k_3^2>\tfrac{9}{11}wk_4$.

## 6. Excited levels and the constant that vibrational gaps do not show

Measured transitions are differences of levels. To relate them to the zero-point energy, the same calculation is needed for general $v$. Two applications of $q$ give

$$q^2|v\rangle=\tfrac12\left[\sqrt{(v+1)(v+2)}\,|v+2\rangle+(2v+1)|v\rangle+\sqrt{v(v-1)}\,|v-2\rangle\right].$$

Its squared norm is

$$\langle v|q^4|v\rangle=\tfrac14\left[(v+1)(v+2)+(2v+1)^2+v(v-1)\right]=\tfrac34(2v^2+2v+1).$$

Applying $q$ once more, the state $|v+1\rangle$ is reached from $|v+2\rangle$ and from $|v\rangle$. The amplitudes add to

$$\langle v+1|q^3|v\rangle=\frac{(v+2)\sqrt{v+1}+(2v+1)\sqrt{v+1}}{2\sqrt2}=\frac{3(v+1)^{3/2}}{2\sqrt2}.$$

The state $|v+3\rangle$ is reached in one way, with amplitude $\sqrt{(v+1)(v+2)(v+3)}/(2\sqrt2)$. The downward elements follow by Hermiticity, replacing $v$ by $v-1$ or $v-3$. Upward excitations have denominators $-w,-3w$ and downward ones $+w,+3w$. The cubic energy is therefore

$$\frac{k_3^2}{288w}\left[-9(v+1)^3+9v^3-\frac{(v+1)(v+2)(v+3)-v(v-1)(v-2)}{3}\right].$$

The first pair equals $-(27v^2+27v+9)$. The last fraction equals $(9v^2+9v+6)/3=3v^2+3v+2$. The sum gives $-k_3^2(30v^2+30v+11)/(288w)$, which returns the factor 11 at $v=0$.

Now substitute $v^2+v=(v+\tfrac12)^2-\tfrac14$ in both parts. The quartic bracket $2v^2+2v+1$ becomes $2(v+\tfrac12)^2+\tfrac12$, and the cubic bracket becomes $30(v+\tfrac12)^2+\tfrac72$. Hence

$$E_v=w(v+\tfrac12)+X(v+\tfrac12)^2+C,$$

$$X=\frac{k_4}{16}-\frac{5k_3^2}{48w},\qquad C=\frac{k_4}{64}-\frac{7k_3^2}{576w}.$$

At $v=0$ this gives $\Delta E=X/4+C$. The constant $C$ cancels from every transition energy, so it cannot be obtained from differences of these levels alone. For a diatomic molecule the rotational structure supplies the missing information: with $B_v=B_e-\alpha_e(v+\tfrac12)$, the same order of theory gives $C=B_e/4+\alpha_ew/(12B_e)+(\alpha_ew)^2/(144B_e^3)+X/4$, the Dunham constant $Y_{00}$. The fundamental is $E_1-E_0=w+2X$, because $\tfrac94-\tfrac14=2$. Half of it is $w/2+X$, which is not the zero-point energy.

## 7. A solvable case: the Morse well

Consider $V=\dfrac{w}{2\alpha^2}(1-e^{-\alpha q})^2$ with $\alpha>0$. Expanding the square as $1-2e^{-\alpha q}+e^{-2\alpha q}$, its $n$th derivative at $q=0$ is

$$V^{(n)}(0)=\frac{w}{2\alpha^2}(-\alpha)^n(2^n-2).$$

This gives $V''=w$, $k_3=-3w\alpha$ and $k_4=7w\alpha^2$. The formula then yields

$$\Delta E=w\alpha^2\left(\frac{7}{32}-\frac{99}{288}\right)=w\alpha^2\,\frac{63-99}{288}=-\frac{w\alpha^2}{8}.$$

The ground level can also be found without perturbation theory. Put $y=e^{-\alpha q}$ and try a nodeless function with $\psi'=-W\psi$, $W=c-by$. Since $y'=-\alpha y$, we have $W'=\alpha by$ and $\psi''=(W^2-W')\psi$. The equation $-\tfrac w2\psi''+V\psi=E\psi$ requires

$$\frac{w}{2\alpha^2}(1-2y+y^2)-E=\frac w2\left[c^2-(2cb+\alpha b)y+b^2y^2\right].$$

The $y^2$ terms give $b=1/\alpha$ (the positive root, for decay at negative $q$). The $y$ terms give $2c+\alpha=2/\alpha$, so $c=1/\alpha-\alpha/2$. The constants give

$$E=\frac{w}{2\alpha^2}-\frac w2\left(\frac1{\alpha^2}-1+\frac{\alpha^2}{4}\right)=\frac w2-\frac{w\alpha^2}{8}.$$

The state is normalizable when $c>0$, that is, $\alpha^2<2$. For this well the second-order shift is the whole shift. Here also $C=w\alpha^2(7/64-63/576)=0$. At $\alpha=0.12$, the formula and a numerical solution on a grid both give $-0.00180000\,w$.

## 8. Where the formula stops being reliable

The formula is a local expansion about $q=0$ and does not detect a deeper well elsewhere. For $k_4>0$ write

$$V=q^2\left(\frac w2+\frac{k_3q}{6}+\frac{k_4q^2}{24}\right).$$

The bracket is nowhere negative when its discriminant is not positive, $k_3^2/36\le4(w/2)(k_4/24)=wk_4/12$. Thus $q=0$ is a global minimum when

$$k_3^2\le3wk_4 .$$

If $k_4<0$, or if $k_4=0$ and $k_3\ne0$, the potential has no lower bound. The formula then gives a formal shift for a metastable level, not the energy of a true ground state.

Satisfying the inequality does not by itself make the shift accurate; $\lambda$ must also be small. Changing $q$ to $-q$ is equivalent to changing $\lambda$ to $-\lambda$, so odd orders vanish and the first neglected order is $\lambda^4$. Take the model $w=1$ with cubic constant $\lambda$ and quartic constant $\lambda^2$. The formula gives the coefficient of $\lambda^2$ as $1/32-11/288=-1/144=-0.0069444$, and grid levels extrapolated to small $\lambda$ give the same digits. When $\lambda$ is halved from 0.1 to 0.05, the remainder falls by a factor 15.998, close to the expected $2^4=16$.

A real potential also has constants $k_5\sim w\lambda^3$ and $k_6\sim w\lambda^4$. The product $k_3k_5/w$ and the mean value of the $k_6$ term both enter at order $\lambda^4$. A numerically exact solution of the quartic force field is therefore not automatically closer to the full curve than the second-order formula.

## 9. Worked example: the lithium dimer

The single vibration of $^7$Li$_2$ suits the model without any neglect of mode coupling. The potential is computed by frozen-core CCSD in the cc-pVTZ basis. With two active electrons, single and double excitations are all there are, so this is full configuration interaction for the valence pair within that basis and with the Hartree–Fock core held fixed. Twelve points between 190.5 and 391.6 pm are interpolated by a polynomial of degree 11.

The atomic mass 7.016 u gives a reduced mass of $5.82517\times10^{-27}$ kg. At the minimum, 270.06 pm, the curvature is $V''=24.562$ N/m. The definitions of section 2 then give $L=16.697$ pm and

$$w=42.7411,\qquad k_3=-15.1199,\qquad k_4=3.9575\quad\text{(meV)}.$$

The negative $k_3$ says that the well is softer on the stretched side. The ratio $k_3^2/(3wk_4)=0.4505$ is below one, so the quartic force field has its global minimum at $q=0$. The parts of the shift are

$$\frac{3.9575}{32}=0.12367\ \text{meV},$$

$$-\frac{(15.1199)^2}{32(42.7411)}=-0.16715\ \text{meV},\qquad
-\frac{(15.1199)^2}{144(42.7411)}=-0.03714\ \text{meV}.$$

Their sum is $\Delta E=-0.0806$ meV, or $-7.8$ J/mol. The zero-point energy falls from 21.3705 to 21.2899 meV. The well depth of 1029.30 meV, measured from two atoms treated with the same basis, then gives a dissociation energy at 0 K of $1029.30-21.29=1008.01$ meV. The anharmonic shift raises this value by 0.08 meV.

**Accuracy of the truncation.** The ground level of the full computed curve gives a shift of $-0.0811$ meV, which differs from the formula by 0.6% of the shift. The numerically solved quartic force field gives $-0.0775$ meV, about 4% away from the formula. Higher perturbation orders within the quartic field thus contribute about $+0.003$ meV, and the higher force constants offset them. For a Morse well this cancellation is complete, as section 7 implies. For the present curve the near cancellation is a numerical finding, and it should not be assumed for other molecules. Reducing the interpolation degree from 11 to 9 moves the formula's shift by 0.00026 meV, so differences of a few ten-thousandths of a meV should not be interpreted. Other choices of points and of interpolation variable move $k_4$ by about 0.002 meV, $k_3$ by about 0.001 meV and $\Delta E$ by about 0.0001 meV; the last digits of these constants belong to the fit.

**Relation to the transition energy.** The constants are $X=-0.3098$ meV and $C=-0.0032$ meV, so with one more digit $X/4+C=-0.07745-0.00317=-0.08062$ meV, the shift found above. Dropping $C$ would change the shift by about 4%. The predicted fundamental, $w+2X=42.1215$ meV, compares with 42.1181 meV from the full curve. Half of the latter is 21.059 meV. Using it as the zero-point energy would give a value 0.23 meV too low, an error nearly three times the anharmonic shift itself.

**Beside the real molecule.** The measured bond length is roughly 270 pm, the vibrational quantum roughly 44 meV and the well depth roughly 1.1 eV, so the computed parameters lie in the right regime. The electronic treatment limits the absolute zero-point energy more than the vibrational formula does: going from cc-pVDZ to cc-pVTZ, with the method and core treatment held fixed, raises $w/2$ by 0.27 meV, over three times the magnitude of $\Delta E$. The same step makes $\Delta E$ more negative by 0.005 to 0.007 meV, or 6 to 9%, and raises the well depth by 55 meV. The change in $\Delta E$ is given as a range because the cc-pVDZ shift itself moves by about 0.002 meV with the choice of interpolation points and variable. A further step, to cc-pVQZ without its g functions, raises $w/2$ by another 0.10 meV and the well depth by another 11 meV, shortens the bond by 0.2 pm and changes $\Delta E$ by about 0.001 meV. The later digits of the shift and of the dissociation energy therefore describe the calculation in this basis, not the real molecule. These changes indicate the basis sensitivity and are not error bounds. Core correlation, relativity and corrections to the Born–Oppenheimer picture are left out and have not been sized.

**Temperature of use.** In hot lithium vapour at 800 K, the harmonic thermal energy above the zero-point level, $w/(e^{w/k_BT}-1)$, is 49.8 meV per molecule. It exceeds the whole zero-point energy and must be added separately in a vapour-phase enthalpy, together with rotation, translation and the pressure–volume term $k_BT$ per molecule. The shift derived here corrects the 0 K reference level; it does not supply the anharmonic thermal correction, which the levels $E_v$ of section 6 put at about $+1.9$ meV at 800 K, over twenty times the magnitude of $\Delta E$. The main numerical values for the cc-pVTZ curve are in the numerical output below.

## Values computed for the example and the checks

```
quadrature <q^4> in ground state: 0.750000 (dimensionless)
quadrature |<1|q^3|0>|^2: 1.125000 (dimensionless)
quadrature |<3|q^3|0>|^2: 0.750000 (dimensionless)
model w=k3=k4=1, grid coefficient: -0.0069444 (units of w)
model w=k3=k4=1, formula: -0.0069444 (units of w)
remainder ratio on halving lam: 15.998 (dimensionless)
Morse parameter alpha: 0.12 (dimensionless)
Morse shift, grid: -0.00180000 (units of w)
Morse shift, formula: -0.00180000 (units of w)
Li2 input atomic mass: 7.016 u
Li2 reduced mass: 5.82517e-27 kg
Li2 curve range: 190.5 to 391.6 pm
Li2 number of curve points: 12
Li2 interpolation error at check point: 1.8e-04 meV
Li2 equilibrium distance: 270.06 pm
Li2 second derivative V'': 24.562 N/m
Li2 length unit L: 16.697 pm
Li2 harmonic quantum w: 42.7411 meV
Li2 cubic constant k3: -15.1199 meV
Li2 quartic constant k4: 3.9575 meV
Li2 k3^2/(3 w k4): 0.4505 (dimensionless)
Li2 harmonic zero-point energy w/2: 21.3705 meV
Li2 quartic part of shift: 0.12367 meV
Li2 cubic part via n=1: -0.16715 meV
Li2 cubic part via n=3: -0.03714 meV
Li2 total shift, formula: -0.08062 meV
Li2 total shift, formula: -7.779 J/mol
Li2 shift, quartic force field on grid: -0.07745 meV
Li2 shift, full computed curve on grid: -0.08112 meV
Li2 zero-point energy, formula: 21.2899 meV
Li2 constant X: -0.30982 meV
Li2 X/4: -0.07745 meV
Li2 constant C: -0.00317 meV
Li2 fundamental, w + 2X: 42.1215 meV
Li2 fundamental, full curve: 42.1181 meV
Li2 half fundamental, full curve: 21.0590 meV
Li2 well depth: 1029.30 meV
Li2 dissociation energy at 0 K: 1008.01 meV
shift change, interpolation degree 11 to 9: 2.6e-04 meV
w/2 change, cc-pVDZ to cc-pVTZ: 0.2705 meV
temperature of use: 800 K
harmonic thermal energy above zero point: 49.76 meV
```
